# Origin of the A61 logarithm in the 2P one-loop self-energy: verification in Python

```python
# Result under test (atomic units, c = 1/alpha, V = -Z/r, l >= 1): the one-loop self-energy has
#   dE = (alpha^5/pi) ln (Z alpha)^-2 <O> = (alpha/pi)(Z alpha)^6 m c^2 A61 ln (Z alpha)^-2 / n^3,
#   O = (2/3)(grad V)^2 + (11/120) lap W + (1/24) 2i eps_ijk sigma_k p_i W p_j,  W = lap V,
# giving A61(2P1/2) = 103/180 and A61(2P3/2) = 29/90.
# <O> is the coefficient of 1/w in the soft-photon integrand (w = photon energy, h = H - E):
#   C1 = <p h^2 p> (recoil), C2 = T_ijab <p_i(h p_a p_b + p_a h p_b + p_a p_b h)p_j> (retardation),
#   C3 = (2/3) delta<j h j> (relativistic dipole), CM (spin-magnetic cross term).
# dH = -p^4/8 + W/8 + sigma.L V'/(4r);  j = i[H, r + p x sigma/4];  T = <delta_perp_ij n_a n_b>.
import numpy as np, sympy as sp, itertools
from math import gamma, pi, log, sqrt, exp
from functools import lru_cache
from fractions import Fraction
from scipy import constants as K
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln
from sympy.physics.wigner import wigner_3j

R3 = range(3)
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[j, i, k] = 1, -1
SIG = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
       np.array([[1, 0], [0, -1]], complex)]

# ---- resolvent expansion: Cauchy integrals in photon energy w and coupling lam ----
rng = np.random.default_rng(1)
def herm():
    a = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    return (a + a.conj().T) / 4
hm, Pm = herm(), herm()
c0 = np.zeros((4, 4), complex); c2 = np.zeros((4, 4), complex)
for u in np.exp(2j * pi * np.arange(16) / 16):
    for v in np.exp(2j * pi * np.arange(16) / 16):
        w, lam = 30 * u, 0.02 * v
        R = np.linalg.inv((w + lam**2 * w**2 / 2) * np.eye(4) + hm + lam * w * Pm)
        c0 += R * w**2 / 256; c2 += R * w**2 / lam**2 / 256
assert np.allclose(c0, -hm, atol=1e-8)
assert np.allclose(c2, -(1.5 * hm @ hm + hm @ Pm @ Pm + Pm @ hm @ Pm + Pm @ Pm @ hm), atol=1e-8)

# ---- angular averages by quadrature ----
ct, wt = np.polynomial.legendre.leggauss(30)
ph = 2 * pi * np.arange(40) / 40
st = np.sqrt(1 - ct**2)
nv = np.array([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)), np.outer(ct, 1 + 0 * ph)]).reshape(3, -1)
wa = np.outer(wt / 2, 1 / 40 + 0 * ph).ravel()
dl = np.eye(3)
perp = dl[:, :, None] - nv[:, None, :] * nv[None, :, :]
T = np.einsum('ijn,an,bn,n->ijab', perp, nv, nv, wa)
assert np.allclose(perp @ wa, 2 * dl / 3, atol=1e-13)
assert np.allclose(T, (4 * np.einsum('ij,ab->ijab', dl, dl) - np.einsum('ia,jb->ijab', dl, dl)
                       - np.einsum('ib,ja->ijab', dl, dl)) / 15, atol=1e-13)

# ---- exact algebra on spinors sum c x^a y^b z^c r^s exp(-r/n), Z = 1; integrals in units of 4 pi ----
def lin(*pairs):
    out = [{}, {}]
    for cf, f in pairs:
        for s in (0, 1):
            for key, val in f[s].items():
                out[s][key] = out[s].get(key, 0) + cf * val
    return [{k: v for k, v in o.items() if abs(v) > 1e-14} for o in out]
def shift(key, i, da, ds):
    q = list(key); q[i] += da; q[3] += ds
    return tuple(q)
def xmul(f, i): return [{shift(k, i, 1, 0): v for k, v in o.items()} for o in f]
def rpow(f, s): return [{shift(k, 0, 0, s): v for k, v in o.items()} for o in f]
def sig(f, c):
    return lin(*[(SIG[c][s, t], [f[t], {}] if s == 0 else [{}, f[t]]) for s in (0, 1) for t in (0, 1)])
def dfact(m): return 1 if m <= 0 else m * dfact(m - 2)
@lru_cache(None)
def mono(a, b, c, s, n):
    if a % 2 or b % 2 or c % 2: return 0.0
    deg = a + b + c + s
    assert deg > -3          # every integral used converges at the origin
    return gamma(deg + 3) * (n / 2)**(deg + 3) * dfact(a - 1) * dfact(b - 1) * dfact(c - 1) / dfact(a + b + c + 1)
def value(f, x):
    r = sqrt(sum(t * t for t in x))
    return np.array([sum(v * x[0]**k[0] * x[1]**k[1] * x[2]**k[2] * r**k[3] for k, v in o.items()) for o in f])

def analyse(phi, n, jtot):
    E = -0.5 / n**2
    def p(f, i):
        out = [{}, {}]
        for s in (0, 1):
            for k, v in f[s].items():
                for key, fac in ((shift(k, i, -1, 0), k[i]), (shift(k, i, 1, -2), k[3]), (shift(k, i, 1, -1), -1 / n)):
                    if fac: out[s][key] = out[s].get(key, 0) - 1j * fac * v
        return lin((1, out))
    def raw(f, g):
        return sum(np.conj(v) * u * mono(k[0] + q[0], k[1] + q[1], k[2] + q[2], k[3] + q[3], n)
                   for s in (0, 1) for k, v in f[s].items() for q, u in g[s].items())
    norm = raw(phi, phi).real
    dot = lambda f, g: raw(f, g) / norm
    at0 = lambda f: np.array([o.get((0, 0, 0, 0), 0) for o in f], complex)
    contact = lambda f, g: np.vdot(at0(f), at0(g)) / norm          # <f| 4 pi delta |g>
    p2 = lambda f: lin(*[(1, p(p(f, i), i)) for i in R3])
    h = lambda f: lin((0.5, p2(f)), (-1, rpow(f, -1)), (-E, f))
    cross = [(a, b, c) for a, b, c in itertools.product(R3, R3, R3) if eps[a, b, c]]
    sL = lambda f: lin(*[(eps[a, b, c], sig(xmul(p(f, c), b), a)) for a, b, c in cross])
    dH = lambda f: lin((-1 / 8, p2(p2(f))), (1 / 4, rpow(sL(f), -3)))   # Darwin term added as contact
    y = lambda f, i: lin(*[(eps[a, b, c] / 4, p(sig(f, c), b)) for a, b, c in cross if a == i])
    P1 = [p(phi, i) for i in R3]; hP1 = [h(f) for f in P1]
    P2 = [[p(P1[i], a) for a in R3] for i in R3]; hP2 = [[h(f) for f in row] for row in P2]
    Vphi = lin((-1, rpow(phi, -1)))
    X = lin(*[(1, p(hP1[i], i)) for i in R3])
    for x in [(0.3, -0.7, 0.5), (1.1, 0.4, -2.0)]:
        assert np.abs(value(h(phi), x)).max() < 1e-12                        # eigenfunction
        assert np.abs(value(lin((1, X), (1, h(Vphi))), x)).max() < 1e-11     # p h p phi = -h V phi
    dHphi = dH(phi); dE = dot(phi, dHphi).real
    assert abs(dE + (n / (jtot + 0.5) - 0.75) / (2 * n**4)) < 1e-12          # Dirac fine structure
    C1 = sum(dot(f, f).real for f in hP1)
    C2 = 0; CM = 0
    for i, j, a, b in itertools.product(R3, R3, R3, R3):
        if abs(T[i, j, a, b]) < 1e-12: continue
        C2 += T[i, j, a, b] * (dot(hP1[i], p(P2[j][b], a)) + dot(P2[i][a], hP2[j][b])
                               + dot(p(P2[i][a], b), hP1[j]))
        for c in R3:
            if eps[j, c, b]:
                CM += T[i, j, a, b] * eps[j, c, b] * 0.5j * dot(hP1[i], sig(hP1[a], c))
    assert abs(CM) < 1e-12 and abs(C2.imag) < 1e-12
    dM = 2 * (dot(dHphi, Vphi) - dE * dot(phi, Vphi)).real                   # change of the state
    for i in R3:
        dj = lin((1j, dH(xmul(phi, i))), (-1j, xmul(dHphi, i)), (1j, h(y(phi, i))), (-1j, y(h(phi), i)))
        dM += 2 * dot(dj, hP1[i]).real
        q = p2(P1[i])
        dM += (-dot(q, q) / 8 + dot(P1[i], rpow(sL(P1[i]), -3)) / 4 + contact(P1[i], P1[i]) / 8
               - dE * dot(P1[i], P1[i])).real
    r4 = dot(rpow(phi, -2), rpow(phi, -2)).real
    lapW = 2 * sum(contact(f, f).real for f in P1)
    spin = sum(2j * eps[a, b, c] * contact(P1[a], sig(P1[b], c)) for a, b, c in cross).real
    small = lin(*[(0.5, sig(P1[i], i)) for i in R3])
    assert abs(contact(small, small).real / 3 - (lapW + spin) / 24) < 1e-12  # W/3 on small component
    assert abs(C1 - r4) < 1e-12
    assert abs(C2.real - (r4 / 3 + lapW / 20)) < 1e-12
    assert abs(2 * dM / 3 - (-2 * r4 / 3 + lapW / 24 + spin / 24)) < 1e-12
    return dict(n=n, C=[C1, C2.real, 2 * dM / 3, 2 * CM.real], ops=[r4, lapW, spin],
                sL=dot(phi, sL(phi)).real)

xp = {(1, 0, 0, 0): 1 + 0j, (0, 1, 0, 0): 1j}
p12, p32 = [{(0, 0, 1, 0): 1 + 0j}, xp], [xp, {}]
node = lambda f: lin((1, f), (-1 / 6, rpow(f, 1)))
d52 = lin((1, xmul(p32, 0)), (1j, xmul(p32, 1)))
d32 = lin(*[(1, sig(xmul(p32, i), i)) for i in R3])
res = {'2P1/2': analyse(p12, 2, .5), '2P3/2': analyse(p32, 2, 1.5), '3D5/2': analyse(d52, 3, 2.5),
       '3P1/2': analyse(node(p12), 3, .5), '3P3/2': analyse(node(p32), 3, 1.5), '3D3/2': analyse(d32, 3, 1.5)}
names = list(res)
coef = np.linalg.solve([res[s]['ops'] for s in names[:3]], [sum(res[s]['C']) for s in names[:3]])
assert np.allclose(coef, [2 / 3, 11 / 120, 1 / 24], atol=1e-11)
for s in names[3:]:
    assert abs(coef @ res[s]['ops'] - sum(res[s]['C'])) < 1e-12
A61 = {s: res[s]['n']**3 * sum(res[s]['C']) for s in names}
assert abs(A61['2P1/2'] - 103 / 180) < 1e-11 and abs(A61['2P3/2'] - 29 / 90) < 1e-11
fr = lambda x: str(Fraction(float(x)).limit_denominator(20000))
print("Dimensionless pieces, Z = 1, atomic units")
print("coefficients of O:", ", ".join(fr(c) for c in coef))
for s in names[:2]:
    r = res[s]
    print(s, "sigma.L =", fr(r['sL']), "; <r^-4>, <lap W>, <spin op> =", ", ".join(fr(x) for x in r['ops']))
    print(s, "n^3 (C1, C2, C3, CM) =", ", ".join(fr(8 * x) for x in r['C']))
    print(s, "n^3 x operator terms =", ", ".join(fr(8 * c * x) for c, x in zip(coef, r['ops'])))
for s in names:
    print("A61(%s) = %s = %.8f" % (s, fr(A61[s]), A61[s]))

# ---- contact terms with Gaussian-smeared nucleus, width a; the error is of relative order a ----
a = 1e-3
Wr = lambda s: 4 * pi * (pi * a * a)**-1.5 * exp(-s * s) * (a * s)**4 * exp(-a * s) / 24 * a
lap_s = quad(lambda s: Wr(s) * (4 * s * s - 6) / a**2, 0, 12)[0]
so_s = quad(lambda s: Wr(s) * (-4) / a**2, 0, 12)[0]          # <2 W'/r>, multiplies sigma.L
assert abs(lap_s / res['2P1/2']['ops'][1] - 1) < 5 * a
for s in names[:2]:
    assert abs(so_s * res[s]['sL'] / res[s]['ops'][2] - 1) < 5 * a
print("smeared nucleus a = %.0e bohr: <lap W> = %.5f, <2W'/r> = %.5f (a.u.)" % (a, lap_s, so_s))

# ---- eikonal factor (m = c = 1) against the infrared function of F1 ----
def eikonal(t, Q):
    En = sqrt(1 + Q * Q + t / 4); q = sqrt(t) / 2
    d1, d2 = En - Q * nv[0] + q * nv[2], En - Q * nv[0] - q * nv[2]
    return 0.5 * wa @ (2 * (En**2 - Q * Q + q * q) / (d1 * d2) - 1 / d1**2 - 1 / d2**2)
for t, Q in [(0.5, 0.0), (0.5, 0.3), (0.1, 0.4)]:
    assert abs(eikonal(t, Q) - (quad(lambda x: (1 + t / 2) / (1 + t * x * (1 - x)), 0, 1)[0] - 1)) < 1e-10
ts, xs = sp.symbols('t x')
ser = sp.expand(sp.integrate(sp.expand(sp.series((1 + ts / 2) / (1 + ts * xs * (1 - xs)), ts, 0, 3).removeO()), (xs, 0, 1)) - 1)
assert sp.simplify(ser - (ts / 3 - ts**2 / 20)) == 0
t2 = (eikonal(0.01, 0.3) - 0.01 / 3) / 1e-4
assert abs(t2 + 1 / 20) < 3e-4                                # next order is linear in t = 0.01
print("infrared function:", ser, "; eikonal t^2 coefficient at t = 0.01: %.5f" % t2)

# ---- positive-energy Dirac dipole sum in V = r^2/2 + g r^4, kinetically balanced basis ----
g, N = 0.02, 30
xr, wr = np.polynomial.legendre.leggauss(500)
r = 8 * (xr + 1); wr = 8 * wr
V, W = r**2 / 2 + g * r**4, 3 + 20 * g * r**2
mat = lambda A, f, B: (A * (wr * f)) @ B.T
def basis(kap):
    l = kap if kap > 0 else -kap - 1
    G, D = [], []
    for n in range(N):
        pre = np.exp(0.5 * (log(2) + gammaln(n + 1) - gammaln(n + l + 1.5))) * r**(l + 1) * np.exp(-r * r / 2)
        L = eval_genlaguerre(n, l + .5, r * r)
        dL = -eval_genlaguerre(n - 1, l + 1.5, r * r) if n else 0 * r
        G.append(pre * L); D.append(pre * (((l + 1 + kap) / r - r) * L + 2 * r * dL))
    return np.array(G), np.array(D)
def solve(kap, c):
    G, D = basis(kap); S = mat(D, 1, D)
    if c is None:
        e, v = eigh(S / 2 + mat(G, V, G))
        return e, v.T @ G, 0 * G, v
    Hm = np.block([[mat(G, V, G), c * S], [c * S, mat(D, V, D) - 2 * c * c * S]])
    Sm = np.block([[mat(G, 1, G), 0 * S], [0 * S, S]])
    e, v = eigh(Hm, Sm)
    assert e[N - 1] < -c * c and e[N] > 0
    return e[N:], v[:N, N:].T @ G, v[N:, N:].T @ D, None
def moment(kap, others, c):
    e0, G0, F0, _ = solve(kap, c); tot = 0; wsum = 0
    for k2 in others:
        half = sp.Rational(1, 2)
        ang = float(2 * abs(k2) * wigner_3j(abs(k2) - half, 1, abs(kap) - half, -half, 0, half)**2)
        e, G, F, _ = solve(k2, c)
        rad = (G * G0[0] + F * F0[0]) @ (wr * r)
        tot += ang * ((e - e0[0])**3 @ rad**2); wsum += ang
    assert abs(wsum - 1) < 1e-12
    return 2 * tot / 3
for kap, others in [(1, [-1, 2]), (-2, [-1, 2, -3])]:
    e, U, _, v = solve(kap, None); sl = -kap - 1
    G, _ = basis(kap)
    p2U = v.T @ (G * (2 * (2 * np.arange(N)[:, None] + 2.5) - r**2))
    dHm = -mat(p2U, 1, p2U) / 8 + mat(U, W / 8 + sl * (1 + 4 * g * r**2) / 4, U)
    Wm = mat(U, W, U); av = lambda f: (wr * f) @ U[0]**2
    formula = (2 / 3 * np.sum(Wm[0, 1:] * dHm[1:, 0] / (e[0] - e[1:])) - 2 / 3 * av((r + 4 * g * r**3)**2)
               - 4 / 6 * av(W * (e[0] - V)) + 120 * g / 24 + sl * 40 * g / 12)
    M0 = moment(kap, others, None)
    assert abs(M0 - Wm[0, 0] / 3) < 1e-7
    a1, a2 = [c * c * (moment(kap, others, c) - M0) for c in (50.0, 100.0)]
    dirac = (4 * a2 - a1) / 3
    assert abs(dirac - formula) < 1e-3      # residual c^-4 terms; spin and Darwin pieces are 0.07 to 0.13
    print("model g = %.2f, kappa = %d: Dirac C3 = %.4f, formula = %.4f (a.u.)" % (g, kap, dirac, formula))

# ---- worked example: H and He+, point nucleus of infinite mass ----
al = K.fine_structure
mc2 = K.physical_constants['electron mass energy equivalent in MeV'][0] * 1e6
Eh = K.physical_constants['Hartree energy in eV'][0]
a0 = K.physical_constants['Bohr radius'][0] * 1e10
kHz = K.e / K.h / 1e3
print("1/alpha = %.6f; m c^2 = %.2f eV; a0 = %.6f angstrom" % (1 / al, mc2, a0))
for ion, Z in [('H', 1), ('He+', 2)]:
    L = log((Z * al)**-2); pre = al / pi * (Z * al)**6 * mc2 / 8
    assert abs(al**5 / pi * Z**6 * Eh / 8 / pre - 1) < 1e-8
    print("%s: ln (Z alpha)^-2 = %.6f; prefactor = %.5e eV" % (ion, L, pre))
    print("%s: <r^-4>(2P) = %.5f angstrom^-4" % (ion, res['2P1/2']['ops'][0] * (Z / a0)**4))
    for s in names[:2]:
        d = pre * L * A61[s]
        print("%s %s: A61 shift = %.5e eV = %.3f kHz" % (ion, s, d, d * kHz))
    d = pre * L * (A61['2P3/2'] - A61['2P1/2'])
    print("%s 2P3/2 - 2P1/2: A61 part = %.5e eV = %.3f kHz" % (ion, d, d * kHz))
print("all tests passed")
```

It prints:

```
Dimensionless pieces, Z = 1, atomic units
coefficients of O: 2/3, 11/120, 1/24
2P1/2 sigma.L = -2 ; <r^-4>, <lap W>, <spin op> = 1/24, 1/4, 1/2
2P1/2 n^3 (C1, C2, C3, CM) = 1/3, 19/90, 1/36, 0
2P1/2 n^3 x operator terms = 2/9, 11/60, 1/6
2P3/2 sigma.L = 1 ; <r^-4>, <lap W>, <spin op> = 1/24, 1/4, -1/4
2P3/2 n^3 (C1, C2, C3, CM) = 1/3, 19/90, -2/9, 0
2P3/2 n^3 x operator terms = 2/9, 11/60, -1/12
A61(2P1/2) = 103/180 = 0.57222222
A61(2P3/2) = 29/90 = 0.32222222
A61(3D5/2) = 4/405 = 0.00987654
A61(3P1/2) = 268/405 = 0.66172840
A61(3P3/2) = 148/405 = 0.36543210
A61(3D3/2) = 4/405 = 0.00987654
smeared nucleus a = 1e-03 bohr: <lap W> = 0.24944, <2W'/r> = -0.24962 (a.u.)
infrared function: -t**2/20 + t/3 ; eikonal t^2 coefficient at t = 0.01: -0.04990
model g = 0.02, kappa = 1: Dirac C3 = -5.9594, formula = -5.9594 (a.u.)
model g = 0.02, kappa = -2: Dirac C3 = -5.7725, formula = -5.7725 (a.u.)
1/alpha = 137.035999; m c^2 = 510998.95 eV; a0 = 0.529177 angstrom
H: ln (Z alpha)^-2 = 9.840487; prefactor = 2.24046e-11 eV
H: <r^-4>(2P) = 0.53135 angstrom^-4
H 2P1/2: A61 shift = 1.26159e-10 eV = 30.505 kHz
H 2P3/2: A61 shift = 7.10411e-11 eV = 17.178 kHz
H 2P3/2 - 2P1/2: A61 part = -5.51181e-11 eV = -13.327 kHz
He+: ln (Z alpha)^-2 = 8.454193; prefactor = 1.43390e-09 eV
He+: <r^-4>(2P) = 8.50167 angstrom^-4
He+ 2P1/2: A61 shift = 6.93672e-09 eV = 1677.292 kHz
He+ 2P3/2: A61 shift = 3.90612e-09 eV = 944.495 kHz
He+ 2P3/2 - 2P1/2: A61 part = -3.03061e-09 eV = -732.797 kHz
all tests passed
```
